# Barrier of a Morse bond under constant tension and its field acceleration, part 1

(Sections cited here and not found follow in the second part.)

## 1. The barrier under constant tension

Suppose that bond lives in a stressed dielectric are measured at high field, that their logarithm is plotted against the field, and that a straight line is carried down to the field of use. If the bonds obey the model treated here, the line gives too short a life. In the example of the second half the error is a factor of about 10 between 6 and 1 MV/cm. A second shortcut keeps the true zero-field bond energy and subtracts the force times a fixed length. Fitted at the same high field, it errs in the other direction and promises too long a life. Both errors arise because the stretch needed to break the bond depends on the force.

### Model and conventions

The bond has one coordinate $x$, its stretch from the unloaded length. Its energy is the Morse function

$$ V(x) = D \left( 1 - e^{-ax} \right)^2 , $$

where $D > 0$ is the energy needed to separate the unloaded bond and $1/a$ is the range of the attraction. The zero of energy is the bottom of the unloaded well, so $V \to D$ at large stretch.

A tension $F > 0$ pulls the ends apart. It is constant in the sense that it keeps its value while the bond stretches, like a hanging weight. The work that it does over a stretch $x$ is $Fx$, and this is subtracted from the bond energy:

$$ U(x) = V(x) - F x . $$

The barrier $B(F)$ is the value of $U$ at its local maximum minus the value at its local minimum. It is a static classical quantity. Temperature, mass and quantum effects enter only when a rate is formed from it.

### Stationary points

Let $y = e^{-ax}$, which is positive for every real $x$ and falls as the bond stretches. Since $dy/dx = -ay$, the chain rule gives

$$ V'(x) = 2D (1 - y) \cdot a y = 2aD \, y (1 - y) . $$

This is the force with which the bond resists stretching. The product $y(1-y)$ is largest at $y = 1/2$, where it equals $1/4$. The bond can therefore resist no more than

$$ F_m = \frac{aD}{2} , \qquad \text{reached at} \quad x_m = \frac{\ln 2}{a} . $$

A stationary point of $U$ requires $V'(x) = F$. Dividing by $2aD = 4F_m$ and writing $f = F/F_m$ gives

$$ y (1 - y) = \frac{f}{4} , \qquad y^2 - y + \frac{f}{4} = 0 . $$

The roots of this quadratic are

$$ y = \frac{1 \pm s}{2} , \qquad s = \sqrt{1 - f} . $$

For $0 < f < 1$ both roots are real and positive, so there are two stationary points. The root $y_w = (1+s)/2$ has the larger $y$ and hence the smaller stretch. The other root is $y_t = (1-s)/2$. To find which is the minimum, differentiate the force once more:

$$ V''(x) = 2aD (1 - 2y) (-ay) = 2a^2 D \, y (2y - 1) . $$

At the two roots $2y - 1 = \pm s$. Because $Fx$ has no second derivative, $U'' = V''$, and

$$ U''(x_w) = a^2 D \, s (1+s) , \qquad U''(x_t) = - a^2 D \, s (1-s) . $$

The first point is the bottom of the well and the second is the top of the barrier.

At $f = 1$ the two points merge at $x_m$ and the barrier disappears. For $f > 1$ the pull exceeds the resistance at every stretch, $U$ falls throughout, and the bond runs apart without thermal help.

Two other cases matter in code. At $F = 0$ the top has moved to infinity, and the energy to be supplied is $D$. For $F < 0$, a compression, $s > 1$ and the second root is negative. No real stretch corresponds to it. The energy then rises without limit at large $x$, and this model has no escape at all.

### The closed form

In terms of $y$ the bond energy is $D(1-y)^2$. At the top $1 - y_t = (1+s)/2$, and at the bottom $1 - y_w = (1-s)/2$. The difference in bond energy is

$$ V(x_t) - V(x_w) = \frac{D}{4} \left[ (1+s)^2 - (1-s)^2 \right] = \frac{D}{4} \cdot 4s = D s . $$

The stretch between the two points, called the activation length $\ell$ below, follows from $x = -(1/a) \ln y$:

$$ \ell = x_t - x_w = \frac{1}{a} \ln \frac{y_w}{y_t} = \frac{1}{a} \ln \frac{1+s}{1-s} = \frac{2}{a} \, \text{artanh} \, s . $$

Over this distance the tension supplies the work $F\ell$. Therefore

$$ B = D s - F \ell . $$

Finally $F = f F_m = (1 - s^2) \, aD/2$, so that $F \ell = D (1 - s^2) \, \text{artanh} \, s$ and

$$ B(F) = D \left[ s - (1 - s^2) \, \text{artanh} \, s \right] , \qquad s = \sqrt{1 - \frac{2F}{aD}} . $$

No approximation has been made after the choice of $U$. For $D = 2$ eV and $a = 15$ nm$^{-1}$, a numerical search for the stationary points at $f = 0.05$, 0.2, 0.5, 0.8 and 0.95 gave barriers that agree with this formula to better than $10^{-11}$ eV.

### Slope and curvature

The slope can be found without differentiating the closed form. Write $B = U(x_t) - U(x_w)$. When $F$ changes, each stationary point moves, but the movement does not alter $U$ to first order because $U' = 0$ there. Only the explicit term $-Fx$ contributes:

$$ \frac{dB}{dF} = -x_t + x_w = -\ell . $$

The activation length is thus the local sensitivity of the barrier to force. Its own change follows from

$$ \frac{ds}{dF} = - \frac{1}{2 s F_m} , \qquad \frac{d \, \text{artanh} \, s}{ds} = \frac{1}{1 - s^2} = \frac{F_m}{F} . $$

Multiplying these and the factor $2/a$ gives

$$ \frac{d\ell}{dF} = - \frac{1}{a F s} , \qquad \frac{d^2 B}{dF^2} = \frac{1}{a F s} > 0 . $$

The barrier is a strictly convex function of force on $0 < F < F_m$. A harder pull brings the top and the well closer together, so each further increment of force acts over a shorter distance.

A convex curve lies below the chord between two of its points. The end values are $B \to D$ at zero force and $B = 0$ at $F_m$, so

$$ B(F) < D \left( 1 - \frac{F}{F_m} \right) \qquad (0 < F < F_m) . $$

The size of the departure from this linear rule is shown by a few values:

| $F/F_m$ | $B/D$ | $1 - F/F_m$ |
|---|---|---|
| 0.01 | 0.965 | 0.99 |
| 0.10 | 0.767 | 0.90 |
| 0.25 | 0.537 | 0.75 |
| 0.50 | 0.266 | 0.50 |
| 0.75 | 0.088 | 0.25 |
| 0.90 | 0.022 | 0.10 |

At one per cent of the largest force the barrier has already dropped by 3.5 per cent of $D$, three and a half times the drop of the chord.

### Lines with a fixed length

Consider now the rule $D - F \ell_0$ with some constant length $\ell_0$. The length that would make it correct at a given force is

$$ \bar{\ell}(F) = \frac{D - B(F)}{F} = \frac{1}{F} \int_0^F \ell(F') \, dF' , $$

where the second form follows by integrating $dB/dF = -\ell$ from zero force. The integrand grows only logarithmically at small force, so the integral is finite. This $\bar{\ell}$ is the average of a falling function over the interval from 0 to $F$. It therefore falls as well, from infinity at $F \to 0$ to $D/F_m = 2/a$ at $F_m$.

A rule with $\ell_0 > 2/a$ is consequently correct at one force between 0 and $F_m$. At smaller forces $\bar{\ell} > \ell_0$, so the true barrier is lower than the rule says. At larger forces it is higher. Calibration at high force followed by use at low force is the unsafe direction.

### Weak tension

Whether a linear regime appears at small force is settled by expansion in $f$. The square root gives

$$ s = 1 - \frac{f}{2} - \frac{f^2}{8} + O(f^3) . $$

For the inverse hyperbolic tangent, use $(1+s)(1-s) = f$ to remove the small difference $1 - s$:

$$ \text{artanh} \, s = \frac{1}{2} \ln \frac{(1+s)^2}{f} = \frac{1}{2} \ln \frac{4}{f} + \ln \frac{1+s}{2} . $$

Since $(1+s)/2 = 1 - f/4 + O(f^2)$, the last logarithm is $-f/4 + O(f^2)$. Inserting both expansions, with $1 - s^2 = f$, gives

$$ \frac{B}{D} = 1 - \frac{f}{2} - \frac{f^2}{8} - \frac{f}{2} \ln \frac{4}{f} + \frac{f^2}{4} + O(f^3) . $$

The two quadratic terms add to $+f^2/8$. With $f = 2F/(aD)$ the result in physical quantities is

$$ B = D - \frac{F}{a} \left[ 1 + \ln \frac{2aD}{F} \right] + \frac{F^2}{2a^2 D} + \ldots $$

The logarithm prevents a linear law at small force. The slope $-\ell$ behaves as $-(1/a) \ln (2aD/F)$ and has no finite limit.

Each term has a mechanical origin. Far out, $V \approx D - 2D e^{-ax}$, and the bond resists with the force $2aD e^{-ax}$. Setting this equal to $F$ places the top at $x_t \approx (1/a) \ln (2aD/F)$. There the bond energy is still $F/a$ short of $D$, and the tension has done the work $F x_t$. These two contributions make up the bracket.

The positive quadratic term has two equal parts. The repulsive piece $D e^{-2ax}$ raises the top by $D (F/2aD)^2 = F^2/(4a^2D)$. The well, whose unloaded stiffness is $2a^2D$, is lowered by $F^2/(2 \cdot 2a^2D)$, which is the same amount.

The logarithm therefore rests on an exponential tail combined with a pull that persists to large distance. If either fails at the stretch $x_t$, the weak-force law fails with it. This is the main physical restriction on the result, and its size is estimated in the second half.

### Near rupture

Close to $F_m$ the parameter $s$ is small. The series $\text{artanh} \, s = s + s^3/3 + s^5/5 + \ldots$ gives

$$ \frac{B}{D} = s - (1 - s^2) \sum_{n \ge 0} \frac{s^{2n+1}}{2n+1} . $$

The $n = 0$ term of the sum cancels the leading $s$. For $n \ge 1$ the coefficient of $s^{2n+1}$ is $-1/(2n+1)$ from the sum itself and $+1/(2n-1)$ from its product with $s^2$. Hence

$$ \frac{B}{D} = \sum_{n \ge 1} \frac{2 \, s^{2n+1}}{4n^2 - 1} = \frac{2}{3} s^3 + \frac{2}{15} s^5 + \frac{2}{35} s^7 + \ldots $$

The leading law is $B \approx (2/3) D (1 - F/F_m)^{3/2}$. All terms are positive, so this law lies below the full barrier. At $F/F_m = 0.9$ it gives $0.0211 D$ against the full $0.0215 D$. The barrier reaches zero with zero slope, because $\ell \approx 2s/a$ vanishes with $s$. A straight line that runs into $F_m$ at a finite angle has the wrong form at this end too.

### Evaluation in floating point

The closed form needs care at both ends of its range, for different reasons. Near rupture it loses digits, because it subtracts two numbers close to $s$ to obtain a result near $2s^3/3$, so the relative rounding error grows roughly as $1/s^2$. The positive series avoids this. For $s < 0.1$ the three terms written above suffice: the first omitted term is $2s^9/63$, which relative to $2s^3/3$ is $s^6/21$, or less than $5 \times 10^{-8}$.

At weak force the barrier keeps its accuracy until $f$ is so small that $s$ rounds to exactly 1. Then $\text{artanh} \, s$ is infinite, its factor $1 - s^2$ is zero, and the product is undefined. The cure is to keep $f$ as the stored quantity and to use

$$ \text{artanh} \, s = \ln \frac{1 + s}{\sqrt{f}} , \qquad \frac{B}{D} = s - f \ln \frac{1+s}{\sqrt{f}} . $$

Near rupture $1 - f$ should be formed from $F_m - F$ before the division. A routine should return $D$ at $F = 0$ and report the absence of a barrier for $F \ge F_m$. It should not pass a zero barrier on to a thermal rate formula, whose assumptions have by then failed.

## 2. Bond life and extrapolation in field

The following is taken from the first half. A Morse bond of depth $D$ and inverse range $a$ carries a constant tension $F$. Its largest restoring force is $F_m = aD/2$, and $s = \sqrt{1 - F/F_m}$. The barrier $B$, the activation length $\ell$ and the stiffness $K_w$ of the loaded well are

$$ B = D s - F \ell , \qquad \ell = \frac{2}{a} \, \text{artanh} \, s , \qquad K_w = a^2 D \, s (1+s) . $$

The barrier top has curvature $-K_t$ with $K_t = a^2 D \, s (1-s)$. The slope is $dB/dF = -\ell$, and $B$ is convex in $F$.

### From film field to tension

Let the bond lie along the field and let its ends carry effective charges $\pm q$ that stay fixed during the stretch. The field then adds the energy $-q E_{loc} x$, which is a constant tension $F = q E_{loc}$. The local field $E_{loc}$ differs from the average field $E$ in the film. For a cubic or random arrangement of point dipoles, the Lorentz argument adds $P/(3\varepsilon_0)$ to $E$. With $P = \varepsilon_0 (\varepsilon_r - 1) E$,

$$ E_{loc} = E + \frac{\varepsilon_r - 1}{3} E = L E , \qquad L = \frac{\varepsilon_r + 2}{3} . $$

The tension is thus $F = q L E$. The ratio $F/F_m$ equals $E/E_m$, where $E_m = F_m/(qL)$ is the film field at which the barrier would vanish.

### From barrier to life

Take a classical coordinate with reduced mass $\mu$, in thermal equilibrium inside the well, and count every outward crossing of the top as an escape. The rate is the probability density at the top times the mean outward velocity:

$$ k = \sqrt{\frac{k_B T}{2\pi\mu}} \; \frac{e^{-U(x_t)/k_BT}}{\int_{well} e^{-U(x)/k_BT} dx} . $$

The square root is the integral of $v$ over positive velocities, weighted by the Maxwell distribution. If the barrier is many times $k_BT$, the well integral comes mostly from the parabolic bottom and equals $e^{-U(x_w)/k_BT} \sqrt{2\pi k_BT/K_w}$. The factors of temperature cancel, and the mean bond life $\tau = 1/k$ is

$$ \tau = \frac{2\pi}{\omega_w} \, e^{B/k_BT} , \qquad \omega_w = \sqrt{K_w/\mu} . $$

The prefactor does not depend on temperature. At fixed field, the slope of $\ln \tau$ against $1/(k_BT)$ is therefore $B(F)$ itself and not $D$.

The formula fails near rupture. Setting $B = k_BT$ in the 3/2-power law, with $D = 2$ eV and $k_BT = 0.0326$ eV, gives $s \approx 0.29$ and $F/F_m \approx 0.92$. Before that point the barrier is only a few $k_BT$, and the picture of rare escape from a well in equilibrium no longer holds, even though the parabolic well integral is still within about 12 per cent of the full one at $F/F_m = 0.9$.

The barrier of a Morse bond under constant tension is now known in closed form, is convex in the force, and has been linked to the film field and the mean bond life. What remains is to work through the example of a weakened Si–O bond, find the error of the linear extrapolations, and examine the assumptions, above all that of a constant pull.

All numerical values are calculated from the stated model.
